# Aspect Ratio of Least Surface Resistivity in a Rectangular Wire: test program

```python
"""
Result under test: a rectangular wire (width w, height h, fixed area A = w*h)
with sidewall specularity p_side and top/bottom specularity p_top has, to first
order in mean free path / size,
    rho/rho0 = 1 + (3/8)*mfp*((1-p_side)/w + (1-p_top)/h),
which is least at h/w = (1-p_top)/(1-p_side).
The reference is the full relaxation-time Boltzmann conductivity for a spherical
Fermi surface, obtained by path averages. Lengths are in nm, rho in nOhm m.
"""
import numpy as np
from scipy.optimize import minimize_scalar
from scipy.stats import qmc


def gauss(n, low, high):
    x, weight = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, weight * (high - low) / 2


def make_grid(n_path, n_angle):
    """Nodes for in-plane path length (units of mfp) and in-plane angle."""
    v, weight_v = gauss(n_path, 0.0, np.sqrt(40.0))
    path = v**2
    y, weight_y = gauss(400, 0.0, 1.0)
    theta = 0.5 * np.pi * y**2
    weight_theta = np.pi * y * weight_y
    kernel = 3 * np.exp(-path[:, None] / np.sin(theta)) @ (
        np.cos(theta)**2 * weight_theta)
    phi, weight_phi = gauss(n_angle, 0.0, np.pi / 2)
    return (path, kernel * 2 * v * weight_v, phi, weight_phi * 2 / np.pi)


def survival(s, p):
    """Mean of p**(number of wall hits) over a uniform starting point."""
    m = np.floor(s)
    return p**m * (1 - (1 - p) * (s - m))


def conductivity(w, h, p_side, p_top, mfp, grid):
    """sigma/sigma0 by quadrature of the position-averaged path integral."""
    path, weight_path, phi, weight_phi = grid
    f_side = survival(mfp / w * path[:, None] * np.cos(phi), p_side)
    f_top = survival(mfp / h * path[:, None] * np.sin(phi), p_top)
    return weight_path @ (f_side * f_top) @ weight_phi


def traced_conductivity(w, h, p_side, p_top, mfp):
    """sigma/sigma0 by following paths from wall to wall, hit by hit."""
    q = qmc.Sobol(4, scramble=True, seed=7).random_base2(16)
    x, y = w * q[:, 0], h * q[:, 1]
    uz = q[:, 2]
    in_plane = np.sqrt(1 - uz**2)
    ux = in_plane * np.cos(2 * np.pi * q[:, 3])
    uy = in_plane * np.sin(2 * np.pi * q[:, 3])
    alive = np.ones_like(x)
    effective = np.zeros_like(x)
    for _ in range(2000):
        to_side = np.where(ux > 0, w - x, x) / np.maximum(abs(ux), 1e-14)
        to_top = np.where(uy > 0, h - y, y) / np.maximum(abs(uy), 1e-14)
        step = np.minimum(to_side, to_top)
        decay = np.exp(-step / mfp)
        effective += alive * (1 - decay)
        hits_side = to_side <= to_top
        alive *= decay * np.where(hits_side, p_side, p_top)
        x = np.clip(x + ux * step, 0, w)
        y = np.clip(y + uy * step, 0, h)
        ux = np.where(hits_side, -ux, ux)
        uy = np.where(hits_side, uy, -uy)
        if alive.max() < 1e-7:
            break
    assert alive.max() < 1e-7
    return np.mean(3 * uz**2 * effective)


def sides(area, ratio):
    return np.sqrt(area / ratio), np.sqrt(area * ratio)


def best_ratio(area, p_side, p_top, mfp, grid):
    """Aspect ratio of least resistivity in the full model, by search."""
    def resistivity(log_ratio):
        w, h = sides(area, np.exp(log_ratio))
        return 1 / conductivity(w, h, p_side, p_top, mfp, grid)
    scan = np.linspace(-3, 3, 25)
    k = int(np.argmin([resistivity(z) for z in scan]))
    assert 0 < k < len(scan) - 1
    found = minimize_scalar(resistivity, bounds=(scan[k - 1], scan[k + 1]),
                            method="bounded", options={"xatol": 1e-7})
    return np.exp(found.x)


def first_order_excess(w, h, p_side, p_top, mfp):
    return 3 / 8 * mfp * ((1 - p_side) / w + (1 - p_top) / h)


mfp, rho0, area = 20.0, 50.0, 20000.0
p_side, p_top = 0.6, 0.2
a, b = 1 - p_side, 1 - p_top
grid = make_grid(600, 200)
ratio_opt = b / a
w_opt, h_opt = sides(area, ratio_opt)

# Quadrature of the factorized average against explicit wall-to-wall tracing
traced = []
for scale in (1.0, 0.1):
    dims = (scale * w_opt, scale * h_opt)
    by_trace = traced_conductivity(*dims, p_side, p_top, mfp)
    by_quadrature = conductivity(*dims, p_side, p_top, mfp, grid)
    assert abs(by_trace - by_quadrature) < 1e-3
    traced.append((*dims, by_trace, by_quadrature))

# First-order coefficient, for each wall pair separately, in a very large wire
big_w, big_h = 100 * w_opt, 100 * h_opt
coef_side = (1 / conductivity(big_w, big_h, p_side, 1.0, mfp, grid) - 1) / (
    a * mfp / big_w)
coef_top = (1 / conductivity(big_w, big_h, 1.0, p_top, mfp, grid) - 1) / (
    b * mfp / big_h)
both = 1 / conductivity(big_w, big_h, p_side, p_top, mfp, grid) - 1
assert abs(coef_side - 3 / 8) < 1e-3 and abs(coef_top - 3 / 8) < 1e-3
assert abs(both / first_order_excess(big_w, big_h, p_side, p_top, mfp) - 1) < 3e-3

# Corner coefficient from what remains after the first-order terms
w_c, h_c = 15 * mfp, 20 * mfp
alpha, beta = a * mfp / w_c, b * mfp / h_c
corner = (conductivity(w_c, h_c, p_side, p_top, mfp, grid)
          - 1 + 3 / 8 * (alpha + beta)) / (alpha * beta)
assert abs(corner - 4 / (5 * np.pi)) < 2e-3

# Position of the minimum in the full model
areas = [4 * area, area, area / 10, area / 100]
full_best = [best_ratio(s, p_side, p_top, mfp, grid) for s in areas]
assert abs(full_best[0] / ratio_opt - 1) < 1e-3
assert abs(full_best[1] / ratio_opt - 1) < 2e-2
other_side, other_top = 0.1, 0.7
other_formula = (1 - other_top) / (1 - other_side)
other_best = best_ratio(8 * area, other_side, other_top, mfp, grid)
assert abs(other_best / other_formula - 1) < 2e-3
fine_grid = make_grid(1000, 330)
fine_best = best_ratio(areas[-1], p_side, p_top, mfp, fine_grid)
assert abs(fine_best - full_best[-1]) < 0.02

# Perfectly specular sidewalls: resistivity keeps falling as the wire gets taller
mirror = [1 / conductivity(*sides(area, r), 1.0, p_top, mfp, grid)
          for r in (1, 2, 4, 8, 16)]
assert np.all(np.diff(mirror) < 0)

# Minimum value and growth away from it, against the full model
excess_min = 3 / 4 * mfp * np.sqrt(a * b / area)
full_min = 1 / conductivity(w_opt, h_opt, p_side, p_top, mfp, grid) - 1
assert abs(full_min - excess_min) < excess_min**2
large = 1e4 * area
excess_large = [1 / conductivity(*sides(large, r), p_side, p_top, mfp, grid) - 1
                for r in (ratio_opt, 4 * ratio_opt)]
growth = excess_large[1] / excess_large[0]
assert abs(growth - np.cosh(0.5 * np.log(4))) < 2e-3

print(f"mean free path = {mfp:.0f} nm, bulk resistivity = {rho0:.0f} nOhm m")
print(f"area = {area:.0f} nm^2, p_side = {p_side}, p_top = {p_top}")
print(f"optimal h/w (formula) = {ratio_opt:.3f}")
print(f"optimal width = {w_opt:.1f} nm, height = {h_opt:.1f} nm")
print(f"sidewall part of excess = {3/8*mfp*a/w_opt:.4f} (fraction of rho0)")
print(f"top/bottom part of excess = {3/8*mfp*b/h_opt:.4f} (fraction of rho0)")
print(f"minimum first-order excess = {excess_min:.4f} (fraction of rho0)")
print(f"minimum first-order resistivity = {rho0*(1+excess_min):.3f} nOhm m")
print(f"full-model resistivity there = {rho0*(1+full_min):.3f} nOhm m")
print("h/w, w (nm), h (nm), first-order rho, full rho (nOhm m), excess/minimum:")
for r in (0.5, 1.0, 2.0, 4.0, 8.0):
    w, h = sides(area, r)
    e = first_order_excess(w, h, p_side, p_top, mfp)
    full = rho0 / conductivity(w, h, p_side, p_top, mfp, grid)
    print(f"  {r:.1f}  {w:.1f}  {h:.1f}  {rho0*(1+e):.3f}  {full:.3f}"
          f"  {e/excess_min:.4f}")
print("ray tracing check: w (nm), h (nm), sigma/sigma0 traced, quadrature:")
for row in traced:
    print(f"  {row[0]:.0f}  {row[1]:.0f}  {row[2]:.4f}  {row[3]:.4f}")
print(f"first-order coefficient, sidewalls = {coef_side:.4f}")
print(f"first-order coefficient, top/bottom = {coef_top:.4f} (3/8 = {3/8})")
print(f"corner coefficient = {corner:.4f} (4/(5 pi) = {4/(5*np.pi):.4f})")
print("full-model optimum: area (nm^2), w/mfp at formula optimum, best h/w:")
for s, r in zip(areas, full_best):
    print(f"  {s:.0f}  {sides(s, ratio_opt)[0]/mfp:.2f}  {r:.3f}")
print(f"finer grid, smallest area: best h/w = {fine_best:.3f}")
print(f"second pair p_side = {other_side}, p_top = {other_top},"
      f" area = {8*area:.0f} nm^2:")
print(f"  best h/w full model = {other_best:.4f}, formula = {other_formula:.4f}")
print(f"excess growth at 4 times optimal h/w, very large wire = {growth:.4f}")
print("p_side = 1: full rho (nOhm m) at h/w = 1, 2, 4, 8, 16:")
print("  " + "  ".join(f"{rho0*m:.3f}" for m in mirror))
print("PASS")
```

Output:

```
mean free path = 20 nm, bulk resistivity = 50 nOhm m
area = 20000 nm^2, p_side = 0.6, p_top = 0.2
optimal h/w (formula) = 2.000
optimal width = 100.0 nm, height = 200.0 nm
sidewall part of excess = 0.0300 (fraction of rho0)
top/bottom part of excess = 0.0300 (fraction of rho0)
minimum first-order excess = 0.0600 (fraction of rho0)
minimum first-order resistivity = 53.000 nOhm m
full-model resistivity there = 53.099 nOhm m
h/w, w (nm), h (nm), first-order rho, full rho (nOhm m), excess/minimum:
  0.5  200.0  100.0  53.750  53.957  1.2500
  1.0  141.4  141.4  53.182  53.305  1.0607
  2.0  100.0  200.0  53.000  53.099  1.0000
  4.0  70.7  282.8  53.182  53.302  1.0607
  8.0  50.0  400.0  53.750  53.935  1.2500
ray tracing check: w (nm), h (nm), sigma/sigma0 traced, quadrature:
  100  200  0.9416  0.9416
  10  20  0.5936  0.5937
first-order coefficient, sidewalls = 0.3751
first-order coefficient, top/bottom = 0.3751 (3/8 = 0.375)
corner coefficient = 0.2546 (4/(5 pi) = 0.2546)
full-model optimum: area (nm^2), w/mfp at formula optimum, best h/w:
  80000  10.00  2.000
  20000  5.00  2.003
  2000  1.58  2.139
  200  0.50  2.433
finer grid, smallest area: best h/w = 2.433
second pair p_side = 0.1, p_top = 0.7, area = 160000 nm^2:
  best h/w full model = 0.3333, formula = 0.3333
excess growth at 4 times optimal h/w, very large wire = 1.2503
p_side = 1: full rho (nOhm m) at h/w = 1, 2, 4, 8, 16:
  52.215  51.546  51.084  50.761  50.536
PASS
```
